# Yukawa critical screenings tested against Bargmann and Calogero bounds

## Problem

An electron moves in the screened Coulomb potential

$$V(r)=-\frac{Z e^{-\mu r}}{r},\qquad \mu>0,$$

in atomic units, without relativity and with a fixed centre. A level keeps its hydrogen label $nl$ as the screening is turned on, and $N=n-l$ is its position among the levels of the same $l$. The critical screening $\mu_{nl}$ is the value of $\mu$ at which the level reaches zero energy.

**(a)** Reduce the problem to $Z=1$ and show that each level is lost once as $\mu$ grows. Write the threshold condition as an eigenvalue problem.

**(b)** Compute the critical screenings up to $n=5$. Which is lost first, 5s or 4f?

**(c)** Derive Bargmann's upper bound on the number $n_l$ of levels of given $l$, each counted once without its $2l+1$ orientations.

**(d)** Derive Calogero's upper and lower bounds on $n_l$.

**(e)** Turn the bounds into limits on $\mu_{nl}$ and compare them with (b). What can such a comparison establish?

## Hints

1. For (a), find the sign of $\partial V/\partial\mu$, then measure length in units of $1/\mu$.
2. For (b), a logarithmic radial variable makes even the s-wave threshold function decay at both ends.
3. For (c), the inverse eigenvalues belong to a positive integral kernel. Its trace needs no eigenfunctions.
4. For (d), remove the centrifugal term by a change of variable. Then follow an angle whose tangent is proportional to function over slope, and ask how much integrated attraction each node costs.
5. For (e), if a level exists for every $\mu<\mu_{nl}$, a bound on the count holds arbitrarily close to $\mu_{nl}$.

## Solution

### (a) The threshold equation

With $\psi=u(r)Y_{lm}/r$, the radial equation is

$$-\frac12u''+\left[\frac{l(l+1)}{2r^2}-\frac{Ze^{-\mu r}}{r}\right]u=Eu .$$

Put $r=\rho/Z$. The kinetic, centrifugal and potential terms all acquire a factor $Z^2$, and the exponent becomes $(\mu/Z)\rho$. Hence $\mu_{nl}(Z)=Z\mu_{nl}(1)$, and from here $Z=1$.

For a normalized bound state, first-order perturbation theory gives the slope of the energy:

$$\frac{dE}{d\mu}=\left\langle\frac{\partial V}{\partial\mu}\right\rangle=\langle e^{-\mu r}\rangle>0 .$$

Each level therefore rises and cannot return after reaching zero. Part (c) shows that $n_l<2/[(2l+1)\mu]$ whenever a level of that $l$ exists. This limit falls below any given $N$ as $\mu$ grows, so every level, starting from its negative hydrogen energy at $\mu=0$, is lost at some finite positive screening.

At $E=0$, multiply the radial equation by $-2$ and define the attraction $W=2e^{-\mu r}/r$:

$$u''=\left[\frac{l(l+1)}{r^2}-W\right]u. \tag{1}$$

With $s=\mu r$, the second derivative gains $\mu^2$, while $W=2\mu e^{-s}/s$. Division by $\mu^2$ gives

$$-\frac{d^2u}{ds^2}+\frac{l(l+1)}{s^2}u=\lambda\frac{e^{-s}}{s}u,\qquad \lambda=\frac2\mu. \tag{2}$$

At the origin $u\sim s^{l+1}$. Far outside the potential, $u=As^{l+1}+Bs^{-l}$. A bound state close to threshold joins onto the second term, so the threshold condition is $A=0$. For $l=0$ the function then tends to a constant and is not normalizable; for $l\ge1$ it is normalizable.

The bounds will use nodes. Let $u_1,u_2$ be regular solutions of (1) with attractions $W_1<W_2$. Then

$$(u_1'u_2-u_1u_2')'=(W_2-W_1)u_1u_2 .$$

Integrate from 0 to the first node $R$ of $u_1$, with $u_1>0$ before it. If $u_2$ were positive up to $R$, the right side would be positive, but the left side would be $u_1'(R)u_2(R)\le0$. So $u_2$ has an earlier node. The same argument between successive nodes shows that stronger attraction moves nodes inward. New nodes enter from infinity, when $A$ changes sign, which is also when a new level appears. Away from thresholds, $n_l$ is therefore the number of nodes at $r>0$ of the regular zero-energy solution.

### (b) Computing the thresholds

Set $s=e^t$ and $u=e^{t/2}g(t)$. Since $d/ds=e^{-t}d/dt$,

$$\frac{du}{ds}=e^{-t/2}\left(g'+\tfrac12g\right),$$

$$\frac{d^2u}{ds^2}=e^{-3t/2}\left(g''+\tfrac12g'-\tfrac12g'-\tfrac14g\right)=e^{-3t/2}\left(g''-\tfrac14g\right).$$

Insert this in (2) and multiply by $e^{3t/2}$. Because $l(l+1)+\frac14=(l+\frac12)^2$,

$$-g''+\left(l+\tfrac12\right)^2g=\lambda p\,g,\qquad p=se^{-s}. \tag{3}$$

A threshold function behaves as $e^{(l+1/2)t}$ on the left and $e^{-(l+1/2)t}$ on the right, so it decays at both ends for every $l$.

Let $D=-d^2/dt^2+(l+\frac12)^2$ and $f=\sqrt p\,g$. Equation (3) says $g=\lambda D^{-1}pg$. Multiplication by $\sqrt p/\lambda$ gives

$$Kf=\frac{\mu}{2}f,\qquad K=\sqrt p\,D^{-1}\sqrt p . \tag{4}$$

One diagonalization thus gives the thresholds of a given $l$ in descending order. On a uniform grid of step $h$, the sinc representation of $-d^2/dt^2$ has diagonal elements $\pi^2/(3h^2)$ and off-diagonal elements $2(-1)^{i-j}/[h^2(i-j)^2]$. With $h=0.05$ and $-20\le t\le22$, the critical screenings in inverse bohr are:

| $n$ | s | p | d | f | g |
|---|---|---|---|---|---|
| 1 | 1.190612 | | | | |
| 2 | 0.310209 | 0.220217 | | | |
| 3 | 0.139450 | 0.112710 | 0.091345 | | |
| 4 | 0.078828 | 0.067885 | 0.058105 | 0.049831 | |
| 5 | 0.050583 | 0.045186 | 0.040024 | 0.035389 | 0.031344 |

To four decimals, 2s, 2p, 5s and 4f have thresholds 0.3102, 0.2202, 0.0506 and 0.0498. The corresponding screening lengths $1/\mu_{nl}$ are 3.224, 4.541, 19.77 and 20.07 bohr, or 0.1706, 0.2403, 1.046 and 1.062 nm.

The 4f level is lost first as screening grows. The difference, $0.050583-0.049831=0.000752$, is 1.5% of the 4f threshold. At weak screening 4f lies below 5s, as in hydrogen. When 4f reaches zero, 5s is still below zero. By continuity the two energies have crossed at a smaller $\mu$. The principal quantum number therefore does not fix the order of disappearance.

### (c) Bargmann's bound

The inverse of $D$ that decays at both ends has the kernel

$$D^{-1}(t,t')=\frac{e^{-(l+1/2)|t-t'|}}{2l+1}.$$

Its slope jumps by $-1$ at $t=t'$, as $-d^2/dt^2$ requires; elsewhere it solves the homogeneous equation. Since $D$ is positive, $K$ is positive, and its trace is the integral of its diagonal:

$$\operatorname{tr}K=\int_{-\infty}^{\infty}\frac{p(t)}{2l+1}\,dt
=\frac1{2l+1}\int_0^\infty se^{-s}\frac{ds}{s}=\frac1{2l+1}.$$

The trace is also the sum of the eigenvalues $\mu_N/2$, where $\mu_N$ is the $N$-th threshold at fixed $l$. Therefore

$$\sum_{N=1}^{\infty}\mu_N=\frac{2}{2l+1}. \tag{5}$$

The thresholds descend, so the first $N$ are each at least $\mu_N$. The omitted ones are positive, and hence

$$N\mu_N\le\sum_{j=1}^{N}\mu_j<\frac2{2l+1},\qquad
\mu_N<\frac2{N(2l+1)}. \tag{6}$$

If $n_l\geq1$ levels exist at a given $\mu$, then $\mu<\mu_{n_l}$, and (6) gives

$$n_l<\frac{2}{(2l+1)\mu}=\frac1{2l+1}\int_0^\infty rW\,dr .$$

This is Bargmann's bound for the Yukawa potential. As $\mu\to0$ the integral diverges, so the bound allows the infinite Coulomb series.

### (d) Calogero's bounds

**Removing the centrifugal term.** Put $x=r^{2l+1}$ and $u=r^{-l}y(x)$. With subscripts for derivatives in $x$,

$$u'=-lr^{-l-1}y+(2l+1)r^ly_x,$$

$$u''=l(l+1)r^{-l-2}y+(2l+1)^2r^{3l}y_{xx}.$$

The two terms $\mp l(2l+1)r^{l-1}y_x$ have cancelled. The first term of $u''$ is $l(l+1)u/r^2$, so (1) becomes

$$y_{xx}=-Qy,\qquad Q=\frac{Wr^{-4l}}{(2l+1)^2}. \tag{7}$$

The function $Q$ is positive and decreasing. The nodes are unchanged.

**Upper bound.** Define $\tan\eta=q=\sqrt Q\,y/y_x$, with $\eta=0$ at the origin. This starting value is right because $y\sim x$ and $\sqrt Q\,x\sim r^{1/2}\to0$. Differentiation, with $y_{xx}=-Qy$, gives

$$q_x=\frac{Q_x}{2Q}q+\sqrt Q\,(1+q^2).$$

Since $\eta_x=q_x/(1+q^2)$ and $q/(1+q^2)=\frac12\sin2\eta$,

$$\eta_x=\sqrt Q+\frac{Q_x}{4Q}\sin2\eta. \tag{8}$$

At every multiple of $\pi/2$ the sine vanishes and $\eta_x>0$, so these angles are crossed upward only. Nodes occur at $\eta=\pi,2\pi,\ldots$. Before the $k$-th node, $\eta$ must climb from $(k-1)\pi$ to $(k-\frac12)\pi$. There $\sin2\eta\ge0$ and $Q_x<0$, so $\eta_x\le\sqrt Q$. That quarter turn costs at least $\pi/2$ of the integral of $\sqrt Q$. Adding the separate costs of all nodes,

$$n_l\frac\pi2\le\int_0^\infty\sqrt Q\,dx=\int_0^\infty\sqrt W\,dr .$$

The factors $(2l+1)r^{2l}$ in $dx$ cancelled those in $\sqrt Q$. With $r=v^2$,

$$\int_0^\infty\sqrt W\,dr=2\sqrt2\int_0^\infty e^{-\mu v^2/2}dv=2\sqrt{\frac\pi\mu},$$

$$n_l\le\frac4{\sqrt{\pi\mu}}. \tag{9}$$

The argument needs a decreasing $Q$; a potential with an outer well can violate that condition.

**Lower bound.** Now take $\tan\eta=ay/y_x$ with a positive constant $a$. The same differentiation gives

$$\eta_x=a\cos^2\eta+\frac Qa\sin^2\eta\ge\min\left(a,\frac Qa\right).$$

The inequality holds because the middle expression is a weighted mean. Away from threshold, $y$ is linear in $x$ at infinity with nonzero slope. Thus $y/y_x\to+\infty$, and after $n_l$ nodes $\eta\to(n_l+\frac12)\pi$. Integration gives

$$n_l\ge-\frac12+\frac1\pi\int_0^\infty\min\left(a,\frac Qa\right)dx. \tag{10}$$

To expose the dependence on $\mu$, use $s=\mu r$ and write $a(2l+1)=\sqrt{2/\mu}\,\mu^{2l+1}b$. Both entries of the minimum then carry the factor $\sqrt{2/\mu}$. The best choice of $b$ gives

$$n_l\ge\frac{J_l}{\pi}\sqrt{\frac2\mu}-\frac12,$$

$$J_l=\max_{b>0}\int_0^\infty\min\left(bs^{2l},\frac{e^{-s}}{bs^{2l+1}}\right)ds. \tag{11}$$

Numerical quadrature and maximization give $J_0=1.0611$, $J_1=0.3937$ and $J_3=0.1724$.

### (e) Limits on the thresholds

For every $\mu<\mu_N$, at least $N$ levels exist, and (9) requires $N\le4/\sqrt{\pi\mu}$. Just above $\mu_N$ there are $N-1$ levels, and (11) requires $N-\frac12\ge(J_l/\pi)\sqrt{2/\mu}$. Squaring and letting $\mu\to\mu_N$ from the appropriate side,

$$\frac{2J_l^2}{\pi^2(N-\frac12)^2}\le\mu_N\le\frac{16}{\pi N^2}. \tag{12}$$

For 5s, $l=0$ and $N=5$. Bargmann gives $2/5=0.4000$, Calogero's upper limit is $16/(25\pi)=0.2037$, and his lower limit is $2(1.0611)^2/(4.5\pi)^2=0.0113$. For 4f, $l=3$ and $N=1$, so Bargmann gives $2/7=0.2857$. In inverse bohr:

| level | lower | computed | Bargmann | Calogero upper |
|---|---|---|---|---|
| 2s | 0.1014 | 0.3102 | 1.0000 | 1.2732 |
| 2p | 0.1256 | 0.2202 | 0.6667 | 5.0930 |
| 5s | 0.0113 | 0.0506 | 0.4000 | 0.2037 |
| 4f | 0.0241 | 0.0498 | 0.2857 | 5.0930 |

All four thresholds respect the limits. This is a consistency result: a value outside its interval would be wrong, but one inside need not be right. The intervals for 5s and 4f overlap widely, so these bounds cannot decide which level is lost first. That conclusion rests on the eigenvalue calculation.

The sum rule shows where Bargmann loses sharpness for 5s. The full s-wave sum is 2, and the first five thresholds contribute 1.7697. The bound replaces each of these five by the smallest, giving $5(0.050583)=0.2529$. This replacement discards 1.5168, and the omitted higher levels account for the remaining 0.2303. The limit is consequently 7.91 times the computed threshold.

Calogero's upper limit for 5s is 4.03 times the threshold. For 4f the factor is 102, because (9) gives the same limit for every $l$ at fixed $N$, while the threshold falls as the centrifugal barrier grows. Calogero's upper limit is below Bargmann's when

$$\frac{16}{\pi N^2}<\frac2{N(2l+1)}
\quad\Longleftrightarrow\quad N>\frac{8(2l+1)}\pi .$$

For s levels this begins at $N=3$; for p levels it begins at $N=8$.

The limit of large $N$ at $l=0$ explains the factor near 4. When there are many nodes, the sine in (8) oscillates rapidly through most of the well and averages out there; near the origin and in the tail it leaves a contribution of order one. At a threshold $y$ tends to a constant and $y_x$ decays faster than $\sqrt Q$, so $\tan\eta\to\infty$ and $\eta$ ends at $(N-\frac12)\pi$. Integration of (8) shows that the sine term contributes $-0.52\pi$ at $N=5$ and $-0.51\pi$ at $N=30$, close to $-\pi/2$. A threshold therefore occurs when $\int\sqrt W\,dr$ is approximately $N\pi$:

$$2\sqrt{\frac\pi{\mu_N}}\simeq N\pi,\qquad \mu_N\simeq\frac4{\pi N^2}. \tag{13}$$

The computed threshold at $N=30$ is 0.9995 times this estimate. The averaging argument fixes only the leading power of $N$; agreement this close relies on the contribution near $-\pi/2$, without which $(N-\frac12)\pi$ would replace $N\pi$ and the ratio would be 0.9665. Calogero's upper limit has the same power of $N$ but is larger by a factor tending to 4: its proof charges for one quarter turn per node, whereas a node takes two. Bargmann's limit falls only as $1/N$.

## Variations

### 1. A sharper limit for 4f

**Question.** Can the centrifugal barrier supply a better upper limit when $N=1$ and $l$ is large?

**Solution.** Write (3) as

$$g''=\left[\left(l+\tfrac12\right)^2-\lambda se^{-s}\right]g .$$

A threshold function vanishes at both ends. If the bracket were nowhere negative, a solution rising from zero would stay convex and could not return to zero. The attraction must therefore exceed the barrier somewhere. Since $se^{-s}$ has its maximum $1/e$ at $s=1$,

$$\frac{2}{e\mu_{nl}}>\left(l+\tfrac12\right)^2,\qquad
\mu_{nl}<\frac{2}{e(l+\frac12)^2}. \tag{14}$$

For 4f this gives $2/(12.25e)=0.0601$, which is 1.21 times the computed threshold, against 5.73 times for Bargmann. For 2p it gives 0.3270, or 1.48 times the threshold. The condition does not involve $N$, so it is poor for highly excited s levels: for 5s its limit is 2.943, or 58 times the threshold.

### 2. A screening between the 5s and 4f thresholds

**Question.** At $\mu=0.0500$ inverse bohr, a screening length of 20.0 bohr, how many s and f levels exist, and what do the bounds say?

**Solution.** Counting the computed thresholds above 0.0500 gives five s levels and no f level. The 5s level survives although 4f, with its smaller $n$, does not.

For s levels, (11) gives $n_0\ge1.64$, hence at least two. Bargmann gives $n_0<2/0.0500=40$, hence at most 39. Calogero gives $n_0\le4/\sqrt{0.0500\pi}=10.09$, hence at most ten.

For f levels, the lower bound is $-0.15$ and requires none. Bargmann gives $n_3<40/7=5.71$, allowing up to five, and Calogero allows up to ten. The condition of Variation 1 does not exclude a level either: the largest value of $r^2W$ is $2/(0.0500e)=14.7$, above the required 12.25. An attractive pocket therefore exists, but it is too weak to bind. Condition (14) is necessary, not sufficient.
